# When Weighted Sums over Irreducible Wave Vectors Must Be Symmetrized: a program that tests the result

```python
# Result under test: if X(gk) = D(g) X(k) on a G-invariant k mesh, the full-mesh mean of X
# equals P X_w: X_w = weighted sum over irreducible points, P = group average of D(g).
# X_w alone is right only for invariant functionals (energy, traces, symmetric modes).
# T_ij = 2/(V Nk) sum hv_i hv_j (-df/de) in eV/A (hv = de/dk), sigma = e^2 tau T / hbar^2.
# Omega = band grand potential per cell, F_a = -dOmega/dtau_a, s_ij = dOmega/deps_ij / V.
# Operation {R|t}: R tau_a + t = tau_p(a) + lattice vector; F_p(a)(Rk) = R F_a(k).
import itertools
import numpy as np
from scipy import constants as sc
from scipy.special import expit
from scipy.integrate import dblquad

rng = np.random.default_rng(1)
kT, tau_s = 0.2, 1e-14
to_Sm = sc.e**2 * tau_s / sc.hbar**2 * sc.e / sc.angstrom
to_GPa = sc.e / sc.angstrom**3 / 1e9
fmt = lambda x, n=4: " ".join(f"{v:.{n}f}" for v in np.round(np.ravel(x), n) + 0.0)
six = lambda M: [M[0, 0], M[1, 1], M[2, 2], M[0, 1], M[0, 2], M[1, 2]]
Oh = [np.diag(s) @ np.eye(3, dtype=int)[list(p)] for p in itertools.permutations(range(3))
      for s in itertools.product([1, -1], repeat=3)]
project = lambda M, ops: sum(R @ M @ R.T for R in ops) / len(ops)

def reduce_mesh(N, shift, ops):
    # returns fractional k, wedge representatives, random representatives, weights
    fold = lambda m: (m + N - 1) % (2 * N) - N + 1
    code = lambda m: ((m[:, 0] + N) * (2 * N + 1) + m[:, 1] + N) * (2 * N + 1) + m[:, 2] + N
    m1 = fold(2 * np.arange(N) + shift)
    pts = np.stack(np.meshgrid(m1, m1, m1, indexing="ij"), -1).reshape(-1, 3)
    own = code(pts); order = np.argsort(own)
    best = own.copy(); stab = np.zeros(len(pts), int)
    for R in ops:
        c = code(fold(pts @ R.T))
        assert np.array_equal(np.sort(c), own[order])      # mesh is invariant
        best = np.maximum(best, c); stab += (c == own)
    labels, counts = np.unique(best, return_counts=True)
    rep = order[np.searchsorted(own[order], labels)]
    assert np.array_equal(counts * stab[rep], np.full(len(rep), len(ops)))  # orbit-stabilizer
    sh = rng.permutation(len(pts))
    rnd = sh[np.unique(best[sh], return_index=True)[1]]
    return pts / (2.0 * N), rep, rnd, counts / len(pts)

# ---------- A: simple cubic s band ----------
a, mu = 3.0, -1.0
def sc_band(kf, t):
    ka = 2 * np.pi * kf
    f = expit(-(-2 * (t * np.cos(ka)).sum(1) - mu) / kT)
    v = 2 * t * a * np.sin(ka)
    T = 2 / a**3 * np.einsum("k,ki,kj->kij", f * (1 - f) / kT, v, v)
    return f, v, T, 2 * t * a * a * np.cos(ka)
tc = np.ones(3)
print(f"A: t = 1 eV, a = {a} A, mu = {mu} eV, kT = {kT} eV, tau = {tau_s*1e15:.0f} fs")
print(f"sigma per unit T: {to_Sm:.4e} (S/m)/(eV/A); tensors listed xx yy zz xy xz yz")
k0 = np.array([1 / 4, 1 / 6, 1 / 12])
v0 = sc_band(k0[None], tc)[1][0]
vo = sc_band(np.array([R @ k0 for R in Oh]), tc)[1]
orb = np.einsum("ki,kj->ij", vo, vo) / 48
assert np.allclose(orb, v0 @ v0 / 3 * np.eye(3), atol=1e-12)
print("k0 = (1/4,1/6,1/12) 2pi/a, hv (eV A):", fmt(v0))
print("hv hv at k0 (eV^2 A^2):", fmt(six(np.outer(v0, v0)), 3))
print("hv hv orbit mean (eV^2 A^2):", fmt(six(orb), 3))
for N in (12, 24, 48):
    kf, rep, rnd, w = reduce_mesh(N, 0, Oh)
    f, v, T, curv = sc_band(kf, tc)
    full = T.mean(0)
    bare = np.einsum("k,kij->ij", w, T[rep]); bare2 = np.einsum("k,kij->ij", w, T[rnd])
    assert np.allclose(project(bare, Oh), full, atol=1e-12)
    assert np.allclose(project(bare2, Oh), full, atol=1e-12)
    assert abs(np.trace(bare) - np.trace(full)) < 1e-12 and abs(w @ f[rep] - f.mean()) < 1e-12
    assert bare[0, 1] > 0.3 * full[0, 0] and abs(bare - bare2).max() > 1e-3
    assert abs(full[0, 1]) < 1e-12 and abs(bare[0, 0] - bare[2, 2]) > 1e-3
    cur = np.einsum("k,k,ki->i", w, 2 * f[rep], v[rep])
    assert cur.min() > 1e-2 and abs((2 * f[:, None] * v).mean(0)).max() < 1e-12
    print(f"N = {N}: {len(kf)} points, {len(rep)} irreducible, electrons/cell {2*f.mean():.4f}")
    print("  T bare wedge (eV/A):", fmt(six(bare)))
    print(f"  T full = projected (eV/A): {full[0,0]:.4f}; bare xy / full xx: {bare[0,1]/full[0,0]:.4f}")
    if N == 12:
        print("  T bare, random representatives (eV/A):", fmt(six(bare2)))
parts = 2 / a**3 * (f * curv[:, 0]).mean()
assert abs(parts / full[0, 0] - 1) < 5e-4   # residual mesh aliasing, about exp(-N pi kT / 2t)
print(f"N = 48 T_xx from f times band curvature: {parts:.4f} eV/A")
print(f"N = 48 sigma true diagonal: {full[0,0]*to_Sm:.4e} S/m")
print(f"N = 48 sigma bare xy, xz, yz: {bare[0,1]*to_Sm:.3e} {bare[0,2]*to_Sm:.3e} {bare[1,2]*to_Sm:.3e} S/m")
print("N = 48 bare sum of 2 f hv (eV A per cell):", fmt(cur))
D4h = [R for R in Oh if abs(R[2, 2]) == 1]
kf, rep, rnd, w = reduce_mesh(12, 0, D4h)
T = sc_band(kf, np.array([1, 1, 0.5]))[2]
full, bare = T.mean(0), np.einsum("k,kij->ij", w, T[rep])
assert abs(bare[2, 2] - full[2, 2]) < 1e-12 and abs(bare[0, 0] - full[0, 0]) > 1e-4
assert np.allclose(project(bare, D4h), full, atol=1e-12)
print("tetragonal tz = 0.5 eV, N = 12, T bare (eV/A):", fmt(six(bare)))
print("tetragonal T full (eV/A):", fmt(six(full)))
g8 = np.array(list(itertools.product(range(8), repeat=3))) / 8 + [1 / 16, 0, 0]
Ts = sc_band(g8, tc)[2].mean(0)
assert abs(Ts[0, 0] - Ts[1, 1]) > 1e-4
print("cubic, 8^3 mesh shifted along x only, full T (eV/A):", fmt(six(Ts)))
nv = lambda th, ph: [np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)]
wedge = lambda g: dblquad(lambda th, ph: g(nv(th, ph)) * np.sin(th), 0, np.pi / 4,
                          lambda ph: np.arctan2(1, np.sin(ph)), lambda ph: np.pi / 2)[0]
area = wedge(lambda n: 1.0)
S = np.array([[wedge(lambda n: n[i] * n[j]) / area for j in range(3)] for i in range(3)])
ratio = S[0, 1] + S[0, 2] + S[1, 2]      # (mean off-diagonal) / (1/3)
assert abs(area - np.pi / 12) < 1e-8 and abs(ratio - 2 / np.pi) < 1e-7
print("sphere, wedge mean of n_i n_j:", fmt(six(S)))
print(f"sphere, mean off-diagonal / true diagonal: {ratio:.6f}; 2/pi = {2/np.pi:.6f}")

# ---------- B: four-atom cubic metal, P2_13 ----------
aB, u, muB, t0, r0, lam, cut = 4.0, 0.05, 0.0, 1.0, 2.8, 1.0, 3.5
sites = lambda u: np.array([[u, u, u], [.5 - u, -u, .5 + u], [-u, .5 + u, .5 - u], [.5 + u, .5 - u, -u]])
x0 = sites(u); cell0 = aB * np.eye(3); tau0 = x0 @ cell0
bonds = [(p, q, L) for p in range(4) for q in range(4) for L in itertools.product(range(-2, 3), repeat=3)
         if 1e-6 < aB * np.linalg.norm(x0[q] + L - x0[p]) < cut]
ia = np.array([b[0] for b in bonds]); ib = np.array([b[1] for b in bonds])
Ls = np.array([b[2] for b in bonds], float); A, B = np.eye(4)[ia], np.eye(4)[ib]
assert len(bonds) == 48
ops = []
for R in Oh:
    for q in range(4):
        diff = (x0 @ R.T + x0[q] - R @ x0[0])[:, None] - x0[None]
        hit = abs(diff - np.round(diff)).max(2) < 1e-9
        if (hit.sum(1) == 1).all():
            ops.append((R, hit.argmax(1)))
Rs = [R for R, p in ops]
assert len(ops) == 12 and all(round(np.linalg.det(R)) == 1 for R in Rs)
M = rng.normal(size=(3, 3))
for grp in (Rs, Oh):
    assert np.allclose(project(M, grp), np.trace(M) / 3 * np.eye(3), atol=1e-12)

def model(kf, tau=tau0, cell=cell0, omega_only=False):
    d = tau[ib] + Ls @ cell - tau[ia]; r = np.linalg.norm(d, axis=1)
    t = -t0 * np.exp(-(r - r0) / lam); tp = -t / lam; V = np.linalg.det(cell)
    ph = np.exp(1j * (kf @ (2 * np.pi * np.linalg.inv(cell).T)) @ d.T)
    AB = np.einsum("bx,by->bxy", A, B)
    e, C = np.linalg.eigh(np.einsum("kb,bxy->kxy", t * ph, AB))
    om = -2 * kT * np.logaddexp(0, -(e - muB) / kT).sum(1)
    if omega_only:
        return om.mean()
    f = expit(-(e - muB) / kT)
    rho = np.einsum("kxn,kn,kyn->kxy", C, f, C.conj())
    wb = 2 * (rho[:, ib, ia] * ph).real * tp / r
    F = -np.einsum("kb,bi,bc->kci", wb, d, B - A, optimize=True)
    s = np.einsum("kb,bi,bj->kij", wb, d, d, optimize=True) / V
    dH = np.einsum("kb,bi,bxy->kixy", 1j * t * ph, d, AB, optimize=True)
    v = np.einsum("kxn,kixy,kyn->kni", C.conj(), dH, C, optimize=True).real
    T = 2 / V * np.einsum("kn,kni,knj->kij", f * (1 - f) / kT, v, v)
    return dict(e=e, om=om, F=F, s=s, T=T, v=v, n=2 * np.einsum("kxx->kx", rho).real, r=r, t=t)

kr = np.array([[0.31, 0.12, -0.23]]); X = model(kr); h = 1e-4
assert abs(X["F"]).max() > 1e-2 and abs(X["v"]).max() > 1e-2
for i in range(3):   # velocity against finite differences of eigenvalues
    dk = np.eye(3)[i] * 1e-5
    fd = (model(kr + dk)["e"] - model(kr - dk)["e"]) / 2e-5 * aB / (2 * np.pi)
    assert np.allclose(fd[0], X["v"][0, :, i], atol=1e-6)
for R, p in ops:     # covariance by separate diagonalization at the image point
    for th in (1, -1):
        Y = model(th * kr @ R.T)
        assert np.allclose(Y["v"][0], th * X["v"][0] @ R.T, atol=1e-10)
        assert np.allclose(Y["F"][0][p], X["F"][0] @ R.T, atol=1e-10)
        assert np.allclose(Y["n"][0][p], X["n"][0], atol=1e-10)
        assert np.allclose(Y["s"][0], R @ X["s"][0] @ R.T, atol=1e-10)
kf, rep, rnd, w = reduce_mesh(8, 1, Rs + [-R for R in Rs])
fullB = model(kf)
gap = np.diff(fullB["e"], axis=1).min(); assert gap > 1e-4
def wsum(idx):
    Z = model(kf[idx])
    return {q: np.tensordot(w, Z[q], 1) for q in ("om", "F", "s", "T", "n")}
def sym_atoms(F, n):
    Fo, no = np.zeros_like(F), np.zeros_like(n)
    for R, p in ops:
        Fo[p] += F @ R.T / len(ops); no[p] += n / len(ops)
    return Fo, no
om = lambda tau=tau0, cell=cell0: model(kf, tau, cell, True)
F_fd = np.zeros((4, 3)); s_fd = np.zeros((3, 3))
for c in range(4):
    for i in range(3):
        D = np.zeros((4, 3)); D[c, i] = h
        F_fd[c, i] = -(om(tau0 + D) - om(tau0 - D)) / (2 * h)
for i in range(3):
    for j in range(3):
        E = np.zeros((3, 3)); E[i, j] += h / 2; E[j, i] += h / 2
        Up, Um = np.eye(3) + E, np.eye(3) - E
        s_fd[i, j] = (om(tau0 @ Up, cell0 @ Up) - om(tau0 @ Um, cell0 @ Um)) / (2 * h * aB**3)
du_fd = (om(sites(u + h / aB) @ cell0) - om(sites(u - h / aB) @ cell0)) / (2 * h)
mode = (sites(1.0) - sites(0.0))
T_full, n_full = fullB["T"].mean(0), fullB["n"].mean(0)
for idx in (rnd, rep):   # central differences with step 1e-4: error of order 1e-8
    W = wsum(idx); Fs, ns = sym_atoms(W["F"], W["n"])
    assert np.allclose(Fs, F_fd, atol=1e-6) and np.allclose(project(W["s"], Rs), s_fd, atol=1e-6)
    assert np.allclose(project(W["T"], Rs), T_full, atol=1e-10) and np.allclose(ns, n_full, atol=1e-10)
    assert abs(W["om"] - om()) < 1e-10 and abs(np.trace(W["s"]) - np.trace(s_fd)) < 1e-6
    assert abs(W["F"].sum(0)).max() < 1e-10 and abs(-(W["F"] * mode).sum() - du_fd) < 1e-5
    assert abs(W["F"] - F_fd).max() > 1e-3 and abs(W["s"] - s_fd).max() > 1e-4
    assert abs(W["T"] - T_full).max() > 1e-3 and abs(W["n"] - n_full).max() > 1e-4
F_noperm = sum(W["F"] @ R.T for R, p in ops) / 12
F_rev = sum(W["F"][p] @ R.T for R, p in ops) / 12
assert abs(F_fd).min() > 1e-2 and abs(F_noperm - F_fd).min() > 1e-2 and abs(F_rev - F_fd).max() > 1e-3
print(f"B: a = {aB} A, u = {u}, t0 = {t0} eV, r0 = {r0} A, lambda = {lam} A, mu = {muB} eV, kT = {kT} eV")
print("bond lengths (A):", fmt([X["r"].min(), X["r"].max()]), " hoppings (eV):", fmt([X["t"].min(), X["t"].max()]))
print(f"{len(ops)} space operations; {len(kf)} points, {len(rep)} irreducible; orbit sizes",
      sorted(set(np.rint(w * len(kf)).astype(int).tolist())))
for R, p in ops:
    if (R == np.diag([-1, -1, 1])).all() or (R == np.eye(3, dtype=int)[[2, 0, 1]]).all():
        print("R rows", R.tolist(), "sends atoms 0..3 to", p.tolist())
print(f"smallest band spacing on mesh: {gap:.4f} eV; electrons/cell {n_full.sum():.4f}")
print(f"Omega bare {W['om']:.6f} eV, full {om():.6f} eV")
print("site electrons bare:", fmt(W["n"]), " symmetrized:", fmt(ns))
for c in range(4):
    print(f"F atom {c} (eV/A) bare:", fmt(W["F"][c]), " sym:", fmt(Fs[c]), " fin.diff:", fmt(F_fd[c]))
print("F atom 0, rotation without permutation (eV/A):", fmt(F_noperm[0]))
print("F atom 0, reversed permutation (eV/A):", fmt(F_rev[0]))
print(f"|F| true per atom: {np.linalg.norm(Fs[0]):.4f} eV/A; bare sum of forces:", fmt(W["F"].sum(0)), "eV/A")
print(f"dOmega/d(a u) bare {-(W['F']*mode).sum():.5f} eV/A, fin.diff {du_fd:.5f} eV/A")
print("stress bare (eV/A^3):", fmt(six(W["s"]), 5))
print("stress sym  (eV/A^3):", fmt(six(project(W["s"], Rs)), 5))
print("stress fin.diff (eV/A^3):", fmt(six(s_fd), 5))
off = max(abs(np.array(six(W["s"])[3:])))
print(f"band pressure {-np.trace(s_fd)/3*to_GPa:.3f} GPa; largest spurious shear {off*to_GPa:.3f} GPa")
print("T bare (eV/A):", fmt(six(W["T"])))
print("T full = projected (eV/A):", fmt(six(T_full)))
print(f"sigma true diagonal {T_full[0,0]*to_Sm:.4e} S/m; bare xy {W['T'][0,1]*to_Sm:.4e} S/m")
print("verified")
```

It prints:

```
A: t = 1 eV, a = 3.0 A, mu = -1.0 eV, kT = 0.2 eV, tau = 10 fs
sigma per unit T: 3.6981e+07 (S/m)/(eV/A); tensors listed xx yy zz xy xz yz
k0 = (1/4,1/6,1/12) 2pi/a, hv (eV A): 6.0000 5.1962 3.0000
hv hv at k0 (eV^2 A^2): 36.000 27.000 9.000 31.177 18.000 15.588
hv hv orbit mean (eV^2 A^2): 24.000 24.000 24.000 0.000 0.000 0.000
N = 12: 1728 points, 84 irreducible, electrons/cell 0.7127
  T bare wedge (eV/A): 0.2138 0.3540 0.1298 0.2514 0.1378 0.1768
  T full = projected (eV/A): 0.2325; bare xy / full xx: 1.0812
  T bare, random representatives (eV/A): 0.2265 0.2497 0.2214 0.0826 0.0722 -0.0894
N = 24: 13824 points, 455 irreducible, electrons/cell 0.7143
  T bare wedge (eV/A): 0.1898 0.3144 0.1120 0.2262 0.1241 0.1612
  T full = projected (eV/A): 0.2054; bare xy / full xx: 1.1013
N = 48: 110592 points, 2925 irreducible, electrons/cell 0.7143
  T bare wedge (eV/A): 0.1890 0.3144 0.1110 0.2265 0.1246 0.1622
  T full = projected (eV/A): 0.2048; bare xy / full xx: 1.1062
N = 48 T_xx from f times band curvature: 0.2048 eV/A
N = 48 sigma true diagonal: 7.5734e+06 S/m
N = 48 sigma bare xy, xz, yz: 8.377e+06 4.609e+06 5.998e+06 S/m
N = 48 bare sum of 2 f hv (eV A per cell): 3.3885 3.0213 1.4894
tetragonal tz = 0.5 eV, N = 12, T bare (eV/A): 0.3124 0.1748 0.0514 0.2023 0.1082 0.0685
tetragonal T full (eV/A): 0.2436 0.2436 0.0514 0.0000 0.0000 0.0000
cubic, 8^3 mesh shifted along x only, full T (eV/A): 0.2365 0.2041 0.2041 0.0000 0.0000 0.0000
sphere, wedge mean of n_i n_j: 0.7009 0.2348 0.0643 0.3676 0.1652 0.1039
sphere, mean off-diagonal / true diagonal: 0.636620; 2/pi = 0.636620
B: a = 4.0 A, u = 0.05, t0 = 1.0 eV, r0 = 2.8 A, lambda = 1.0 A, mu = 0.0 eV, kT = 0.2 eV
bond lengths (A): 2.5923 3.1496  hoppings (eV): -1.2308 -0.7050
12 space operations; 512 points, 24 irreducible; orbit sizes [8, 24]
R rows [[-1, 0, 0], [0, -1, 0], [0, 0, 1]] sends atoms 0..3 to [1, 0, 3, 2]
R rows [[0, 0, 1], [1, 0, 0], [0, 1, 0]] sends atoms 0..3 to [0, 3, 1, 2]
smallest band spacing on mesh: 0.0950 eV; electrons/cell 3.2196
Omega bare -11.301233 eV, full -11.301233 eV
site electrons bare: 0.7730 0.8004 0.8168 0.8294  symmetrized: 0.8049 0.8049 0.8049 0.8049
F atom 0 (eV/A) bare: 0.7149 -0.3320 0.5140  sym: 0.4216 0.4216 0.4216  fin.diff: 0.4216 0.4216 0.4216
F atom 1 (eV/A) bare: -0.8543 0.1737 0.5556  sym: -0.4216 -0.4216 0.4216  fin.diff: -0.4216 -0.4216 0.4216
F atom 2 (eV/A) bare: -0.7478 0.1897 -0.4963  sym: -0.4216 0.4216 -0.4216  fin.diff: -0.4216 0.4216 -0.4216
F atom 3 (eV/A) bare: 0.8873 -0.0314 -0.5733  sym: 0.4216 -0.4216 -0.4216  fin.diff: 0.4216 -0.4216 -0.4216
F atom 0, rotation without permutation (eV/A): 0.0000 0.0000 0.0000
F atom 0, reversed permutation (eV/A): 0.1966 -0.0263 0.1286
|F| true per atom: 0.7302 eV/A; bare sum of forces: 0.0000 0.0000 0.0000 eV/A
dOmega/d(a u) bare -5.05887 eV/A, fin.diff -5.05887 eV/A
stress bare (eV/A^3): 0.08284 0.18629 0.20280 -0.02389 -0.02682 -0.05319
stress sym  (eV/A^3): 0.15731 0.15731 0.15731 0.00000 0.00000 0.00000
stress fin.diff (eV/A^3): 0.15731 0.15731 0.15731 0.00000 0.00000 0.00000
band pressure -25.204 GPa; largest spurious shear 8.522 GPa
T bare (eV/A): 0.4440 0.0392 0.0101 0.0105 -0.0253 0.0029
T full = projected (eV/A): 0.1644 0.1644 0.1644 0.0000 0.0000 0.0000
sigma true diagonal 6.0811e+06 S/m; bare xy 3.8740e+05 S/m
verified
```
